# Why strained islands can appear above the equilibrium wetting-layer thickness

Suppose a strained film grows flat until islands appear at 0.58 nm, and this thickness is recorded as the equilibrium wetting layer. Two predictions then go wrong. The material budget says that the islands present at onset can hold almost nothing, since the layer is thought to keep its 0.58 nm. And a flat film of 0.53 nm is taken to be stable. In the model below, islands that reach a density of 100 µm⁻² can go on to take 0.146 nm from this layer, a quarter of the deposit, and the 0.53 nm film is merely waiting.

The belief behind the mistake is reasonable. A wetting layer is favoured while it is thin, because it covers a substrate of higher surface energy. Beyond some thickness that benefit is spent, strain makes islands preferable, and further material should go into islands. If islands formed as soon as they were favoured, the onset would mark equilibrium. The argument fails at "as soon as": a large island may lower the energy while the small island that must precede it raises the energy.

## The equilibrium thickness

Let $h$ be the thickness of a flat, coherent film, treated as continuous. Its energy per area, relative to unstrained bulk film material and omitting the constant substrate energy, is modelled as

$$f(h)=\gamma+\Delta e^{-h/\delta}+wh .$$

Here $\gamma$ is the film's surface energy, $w$ its strain energy per volume, and $\Delta>0$ the wetting energy, which decays over a length $\delta$. An island relieves a fraction $r$ of the strain energy, so it stores $(1-r)w$ per volume.

Take a volume $V$ from a layer of very large area $A$. The thickness falls by $V/A$, so the layer energy changes by $-Vf'(h)$, where

$$f'(h)=w-\frac{\Delta}{\delta}e^{-h/\delta}.$$

Adding the island's $(1-r)wV$ gives a total change $-gV$, with

$$g(h)=rw-\frac{\Delta}{\delta}e^{-h/\delta}.$$

For a very large island the surface cost per volume is negligible, and coexistence with the layer requires $g=0$:

$$h_{\rm eq}=\delta\ln\frac{\Delta}{\delta rw}.$$

This is what "equilibrium thickness" means here. Using $rw=(\Delta/\delta)e^{-h_{\rm eq}/\delta}$, the driving energy becomes

$$g(h)=rw\left[1-e^{-(h-h_{\rm eq})/\delta}\right].$$

It is positive above $h_{\rm eq}$ and never exceeds $rw$.

The example uses rough values in the regime of germanium on silicon (001): biaxial modulus 140 GPa, misfit 0.042, $r=0.30$, $\Delta=1.2$ eV/nm² and $\delta=0.14$ nm, equal to one monolayer (ML). The modulus times the squared misfit gives $w=1.541$ eV/nm³, so $rw=0.4624$ eV/nm³ and

$$h_{\rm eq}=0.14\ln\frac{1.2}{0.14\times0.4624}=0.409\ \text{nm}=2.9\ \text{ML}.$$

## The barrier

Let the island be a square pyramid of base $b$ and facet angle $\alpha$. Its height is $b\tan\alpha/2$, so

$$V=\frac13b^2\,\frac{b\tan\alpha}{2}=\frac{b^3\tan\alpha}{6}.$$

Its facets have total area $b^2\sec\alpha$ and replace a flat area $b^2$. With the same surface energy on both, the cost is $\sigma b^2$, where $\sigma=\gamma(\sec\alpha-1)$. Substituting $b=(6V/\tan\alpha)^{1/3}$ gives

$$\sigma b^2=\Gamma V^{2/3},\qquad \Gamma=\sigma\left(\frac{6}{\tan\alpha}\right)^{2/3}.$$

The energy of forming an island is therefore

$$\Delta G(V)=-gV+\Gamma V^{2/3}.$$

At small $V$ the second term dominates. The flat layer is thus a local energy minimum even when $g>0$. Setting the derivative to zero,

$$-g+\frac23\Gamma V^{-1/3}=0,\qquad V^*=\left(\frac{2\Gamma}{3g}\right)^3.$$

This is a maximum, because the second derivative, $-\tfrac29\Gamma V^{-4/3}$, is negative. The stationary condition also gives $gV^*=\tfrac23\Gamma V^{*2/3}$, so the barrier is

$$B=\frac13\Gamma V^{*2/3}=\frac{\Gamma}{3}\,\frac{4\Gamma^2}{9g^2}=\frac{4\Gamma^3}{27g^2}.$$

At $h_{\rm eq}$ the driving energy vanishes and $B$ diverges. Within this model, nucleation at the equilibrium thickness is impossible for any $\Gamma>0$.

## When islands appear

The nucleation rate follows from a chain in which an island of $i$ atoms gains atoms at frequency $\beta$ and loses them as detailed balance demands. Let $G_i$ be the formation energy, $c_i$ the actual population and $n_i=n_0e^{-G_i/kT}$ the population at zero net flux. The steady flux between neighbouring sizes is

$$J=\beta n_i\left(\frac{c_i}{n_i}-\frac{c_{i+1}}{n_{i+1}}\right).$$

Divide by $\beta n_i$ and sum, with $c_0=n_0$ at the start and zero population at a size well past the maximum. The right-hand side telescopes to one, hence

$$J=\frac{\beta n_0}{\sum_i e^{G_i/kT}}.$$

The sum is dominated by sizes near the maximum. There $G_i\simeq B-\tfrac12K(i-i^*)^2$, where $K=\tfrac29\Gamma\Omega^2V^{*-4/3}$ and $\Omega$ is the atomic volume. The Gaussian sum is $e^{B/kT}\sqrt{2\pi kT/K}$, so

$$J=\beta n_0Ze^{-B/kT},\qquad Z=\sqrt{\frac{K}{2\pi kT}}.$$

For the example's onset values of $g$ and $\Gamma$, but with $kT$ raised to make $B=20kT$, a direct solution of the chain gave 1.001 times this flux. The factor before the exponential varies as a power of $g$, so I take it as a constant $J_0$.

At deposition rate $F$, $dt=dh/F$, and the density of nucleated islands is

$$n(h)=\frac{J_0}{F}\int_{h_{\rm eq}}^h e^{-B(h')/kT}\,dh',$$

provided earlier islands have not yet depleted the layer. Most of the integral comes from just below $h$, where $B$ may be replaced by its tangent. From $g'=(rw-g)/\delta$ and $B\propto g^{-2}$,

$$B'=-\frac{2Bg'}{g}=-\frac{2B(rw-g)}{g\delta}.$$

The integral is then $\ell e^{-B/kT}$, with

$$\ell=\frac{kT}{|B'|}=\frac{kTg\delta}{2B(rw-g)}.$$

If islands count as having appeared at density $n_1$, the onset $h_c$ satisfies

$$B(h_c)=kT\ln\frac{J_0\ell}{Fn_1}.$$

Call the driving energy there $g_c=[4\Gamma^3/27B(h_c)]^{1/2}$. Inverting $g(h)$ gives

$$h_c-h_{\rm eq}=-\delta\ln\left(1-\frac{g_c}{rw}\right)>0.$$

Since $\ell$ depends on $g_c$, the two conditions are solved together.

Take $\gamma=6.0$ eV/nm² and $\tan\alpha=0.20$, so that $\sigma=0.119$ eV/nm² and $\Gamma=1.147$ eV/nm². Let $T=850$ K, $F=0.01$ nm/s, $J_0=10^7$ nm⁻² s⁻¹ and $n_1=1$ µm⁻² $=10^{-6}$ nm⁻². The solution has $\ell\simeq0.0055$ nm, and the required barrier is

$$\frac{B}{kT}\simeq\ln\frac{10^7\times0.0055}{0.01\times10^{-6}}\simeq29.3,$$

or about 2.1 eV. This corresponds to $g_c=0.323$ eV/nm³ and a nucleus of about 590 atoms. Then

$$h_c-h_{\rm eq}=-0.14\ln\left(1-\frac{0.323}{0.462}\right)\simeq0.168\ \text{nm}.$$

Islands appear at $h_c=0.577$ nm, or 4.1 ML, which is 1.2 ML above equilibrium. Integrating the rate without the tangent approximation changes $h_c$ by less than 0.001 nm.

This example assumes that depletion by earlier islands can be ignored, which the chosen $J_0$ does not guarantee. With $J_0=\beta n_0Z$, $Z=0.003$ and at most about 7 surface sites per nm², $\beta$ is at least about $5\times10^8$ s⁻¹. If large islands kept exchanging atoms at that rate, each would gain roughly $10^6$ nm³/s at the onset driving energy. At 1 µm⁻² they would drain the layer much faster than deposition fills it. The value 0.577 nm therefore applies only if islands grow far more slowly than this; otherwise depletion sets in earlier. A simple mean-field estimate at the full growth rate gives a peak thickness near 0.555 nm and only about 0.02 islands per µm².

## What the islands take back

Stop deposition at $\theta=h_c$ and let islands of density $n$ grow to equal volume $V$. Mass conservation gives $h=\theta-nV$. Moving a little more volume into each island changes its energy at the rate $-g(h)+\tfrac23\Gamma V^{-1/3}$, so the final layer $h_r$ obeys

$$g(h_r)=\frac23\Gamma V^{-1/3},\qquad V=\frac{\theta-h_r}{n}.$$

The smaller solution for $V$ is the barrier; the larger is the energy minimum. The right-hand side is positive, so $h_r>h_{\rm eq}$: finite islands do not drain the whole excess.

For an assumed density of 100 µm⁻², and neglecting elastic repulsion between islands, the result is $h_r=0.431$ nm. This density is assumed, not derived. Without depletion it would take about 50 s at the onset rate. In a simple mean-field estimate with islands growing at the $10^6$ nm³/s found above, the density stays near 1 µm⁻², and 100 µm⁻² is reached only if growth is slower by a factor approaching $10^6$. Each island holds $(0.577-0.431)/10^{-4}\simeq1460$ nm³, and indeed

$$g(h_r)=\frac{2\times1.147}{3\times1460^{1/3}}\simeq0.067\ \text{eV/nm}^3,$$

which puts the layer 0.022 nm above $h_{\rm eq}$. The islands take 87% of the excess over equilibrium and lower the energy by about 170 eV each. At 1 µm⁻² the islands are larger and the layer ends at 0.413 nm.

## Could finite island density explain the delay?

There is a fair objection. Many small islands cost more surface energy than one large island, so at fixed density even equilibrium requires some excess deposit $e=\theta-h_{\rm eq}$. For small excess, $g\simeq a(h-h_{\rm eq})$ with $a=rw/\delta$. If a thickness $x=nV$ has moved into islands, the energy change per area is

$$-\int_0^x a(e-y)\,dy+n\Gamma V^{2/3}=-aex+\frac{a x^2}{2}+cx^{2/3},$$

where $c=\Gamma n^{1/3}$. At the threshold this is both zero and stationary. Dividing the first condition by $x$, the two read

$$-ae+\frac{ax}{2}+cx^{-1/3}=0,\qquad -ae+ax+\frac23cx^{-1/3}=0.$$

Subtracting the first from the second gives $ax/2=\tfrac13cx^{-1/3}$, hence $x^{4/3}=2c/3a$. Putting $cx^{-1/3}=3ax/2$ into the first gives $e=2x$:

$$e=2\left(\frac{2\Gamma n^{1/3}\delta}{3rw}\right)^{3/4}.$$

Half the excess enters the islands, and the threshold excess vanishes as $n^{1/4}$. At 100 µm⁻² the formula gives 0.067 nm. Minimizing the model energy without linearizing $g$ gives 0.078 nm, a threshold of 0.487 nm. The formula is low because $g(h)$ bends below its tangent, so the linear form overstates the gain. Either way, the onset at 0.577 nm lies higher still, and the remainder is kinetic.

A film stopped at 0.527 nm shows the difference. It is above that threshold, yet at the steady nucleation rate of this constant-cost model it needs about $1.4\times10^6$ s, or 16 days, to form one island per square micrometre. Depositing the missing 0.05 nm would take 5 s.

## When the two thicknesses meet

The onset and equilibrium thicknesses can also nearly coincide. As $\Gamma\to0$, the barrier at any fixed $h>h_{\rm eq}$ vanishes, and the excess at onset shrinks to zero. The onset formula cannot be followed all the way, however, because it assumes that a nucleus does not deplete the layer. With $\sigma$ reduced a thousandfold it gives an excess of $4\times10^{-6}$ nm, which holds too little material for the nuclei at 1 µm⁻². The finite-density energy threshold is larger, about $1.2\times10^{-4}$ nm, but it is not a strict lower bound either: an island there has a surface cost of only about a quarter of $kT$, so thermal fluctuations can form such islands at a smaller excess. Slower growth also brings $h_c$ down, but weakly. At fixed $n_1$ and temperature, the onset condition gives $dh_c/d\ln F\simeq\ell$. Reducing $F$ a hundredfold lowers $h_c$ from 0.577 to 0.557 nm; raising it a hundredfold gives 0.606 nm. With $J_0$ fixed, the onset is 0.586 nm at 800 K and 0.568 nm at 900 K, while $h_{\rm eq}$ in this model does not change. An onset that moves with deposition rate, at fixed temperature and composition, cannot be $h_{\rm eq}$. This alone does not prove that a barrier causes the delay, because the rate can also change the island density and with it the finite-density threshold. A shift with temperature alone would not settle the matter, because a real equilibrium thickness may depend on temperature.

The onset formula requires both $B\gg kT$ and $\ell\ll\delta$, so that the tangent to the barrier is accurate over the thickness that matters. If the surface cost is so large that nucleation is still rare when $g$ is close to its limit $rw$, the barrier hardly falls with further deposition and $\ell$ becomes large. Nucleation then accumulates at a nearly constant slow rate, and the onset must be found from the integral itself.

## How far to trust the numbers

For germanium on silicon, a wetting layer of a few monolayers and shallow pyramids of slope 0.20 are realistic, but the calculated onset is not a material prediction. The cost $\sigma$ is a small difference between large surface energies: a 0.2% change in facet energy alone shifts it by about 10%, and a facet energy 1.9% below $\gamma$ makes it zero and removes the barrier. Halving $\sigma$ cuts the excess at onset to 0.04 nm. Real germanium facets of this slope are stabilized by strain, and the first islands can grow from unfaceted mounds, so this model does not establish that a barrier of this kind sets the onset for germanium on silicon. Changing $\sigma$ by −10% or +10% moves $h_c$ to 0.537 or 0.634 nm. The misfit of 0.042 is taken relative to silicon; relative to germanium's own lattice, the film strain is about 0.0401, which would raise $h_{\rm eq}$ to 0.422 nm and $h_c$ to about 0.62 nm. The relieved fraction is rough too, and 0.30 is high for this shape. Small-slope isotropic elasticity gives $r\simeq0.99(1+\nu)\tan\alpha$ for a square pyramid, where $\nu$ is Poisson's ratio. This is about 0.25 at slope 0.20, and 0.16 to 0.20 if the substrate is given the stiffness of silicon. With all else fixed, $r=0.25$ raises $h_{\rm eq}$ by 0.026 nm and $h_c$ to 0.68 nm. At $r=0.20$, $rw$ falls below the $g_c$ found above, nucleation enters the slow saturated regime, and $h_c$ is about 1.2 nm. $J_0$ is an assumed value, and a hundredfold error in it has the same effect as the flux changes above. Real layers are also discrete, on a scale comparable with the whole excess.

Silicon mixes into real germanium films at such temperatures. If 5% silicon reduces the misfit by 5%, with all else fixed, $h_{\rm eq}$ rises to 0.423 nm and $h_c$ to 0.629 nm.

The constant surface cost also neglects the wetting energy gained where an island thickens the film. Resolving this over the pyramid lowers the onset to 0.509 nm, cutting the excess from 0.168 to 0.100 nm. This is a large correction, but an excess over equilibrium survives. Waiting times change far more, because they depend exponentially on the barrier: the film stopped at 0.527 nm is now past the onset, and the estimated wait falls from 16 days to about 0.02 s. The drained layer changes too. The 0.409 nm in the output is the lower limit of its search. Without that limit, the energy minimum at 100 µm⁻² lies at 0.407 nm for a deposit of 0.509 nm. For the deposit of 0.577 nm used earlier it lies at 0.397 nm, where the constant-cost model gave 0.431 nm. Both minima are below $h_{\rm eq}$. The result $h_r>h_{\rm eq}$ therefore belongs to the constant-cost model.

To estimate the equilibrium layer, one should therefore measure what remains between islands after they have had time to grow, allowing for their finite size and for intermixing. The islands must also have kept their shape and stayed free of dislocations. Steeper or dislocated islands can relieve more strain, and raising $r$ from 0.30 to 0.50 would lower $h_{\rm eq}$ to 0.337 nm. The thickness at first appearance also contains the barrier and the growth rate. The values for the main example are in the numerical output below.

## Values computed for the example and the checks

```
Biaxial modulus, rough: 140 GPa
Misfit, rough: 0.042
Relieved fraction: 0.30
Film surface energy: 6.0 eV/nm2
Wetting energy amplitude: 1.2 eV/nm2
Wetting decay length: 0.14 nm
Monolayer thickness: 0.14 nm
Atomic volume: 0.0226 nm3
Facet slope tan(alpha): 0.20
Temperature: 850 K
Thermal energy: 0.07325 eV
Flux: 0.01 nm/s
Nucleation prefactor: 1.0e+07 nm^-2 s^-1
First-island density: 1 um^-2
Later island density: 100 um^-2
Strain energy density: 1.5414 eV/nm3
Relieved energy density: 0.4624 eV/nm3
Surface cost sigma: 0.11882 eV/nm2
Surface coefficient Gamma: 1.1472 eV/nm2
Equilibrium layer h_eq: 0.4088 nm
h_eq in monolayers: 2.92 ML
Island onset h_c: 0.5767 nm
h_c in monolayers: 4.12 ML
h_c from formula: 0.5763 nm
Metastable excess: 0.1679 nm
Excess in monolayers: 1.20 ML
Driving energy at onset: 0.3231 eV/nm3
Barrier at onset: 2.143 eV
Barrier / kT: 29.26
Critical volume: 13.27 nm3
Critical base: 7.36 nm
Critical height: 0.736 nm
Critical atom count: 587
Zeldovich factor: 0.00300
Onset window ell: 0.00551 nm
Flux slope dh_c/dlnF: 0.00510 nm
Chain flux / rate formula: 1.0014
Equilibrium threshold, 100/um2: 0.4866 nm
Residual layer, 100/um2: 0.4308 nm
Residual layer, 1/um2: 0.4131 nm
Excess drained, 100/um2: 86.9 %
Final island base, 100/um2: 35.24 nm
Energy change per island: -169.02 eV
Stopped layer thickness: 0.5267 nm
Wait for 1 island/um2: 1.380e+06 s
Onset at flux/100: 0.5568 nm
Onset at flux*100: 0.6055 nm
Onset at 800 K: 0.5865 nm
Onset at 900 K: 0.5682 nm
Onset, prefactor/100: 0.6055 nm
Onset, prefactor*100: 0.5568 nm
Onset, sigma -10%: 0.5373 nm
Onset, sigma +10%: 0.6335 nm
Excess, sigma/1000: 3.90e-06 nm
Onset, resolved wetting: 0.5092 nm
Residual, resolved wetting: 0.4088 nm
h_eq, 5% intermixing: 0.4231 nm
h_c, 5% intermixing: 0.6287 nm
```
